# Scharfetter-Gummel drift-diffusion for a Schottky contact with finite emission velocity

## A device at rest that draws current

Take the contact whose parameters are given in the numerical example below, a metal on an n-type semiconductor with a barrier of 0.9 eV. Apply no voltage, and solve for the electron density with central differences on 100 intervals, graded as in that example. The contact then carries a current equal to 8.2 % of the equilibrium one-way emission current, directed as under reverse bias. At −1 V on 25 intervals the same method gives a negative density: −0.015 times the doping on the potential of the scheme derived below, and −0.017 when Poisson's equation is solved with the central densities themselves. The false current is the same on every edge, because the discrete equations conserve charge, so uniformity gives no warning.

In a resistive switch that works through its Schottky barrier, the small currents of the high-resistance state must be computed reliably. The scheme must give zero at equilibrium on any mesh.

## The equations and their signs

The metal is at $x=0$ and an ohmic contact at $x=L$. Assume one carrier type, Boltzmann statistics, uniform donors $N$, constant mobility $\mu$ and permittivity $\varepsilon$, a steady state, and no generation or recombination. With $D=\mu V_t$, $V_t=kT/q$ and field $-d\psi/dx$, the conventional current density along $+x$ is

$$J=-q\mu n\frac{d\psi}{dx}+qD\frac{dn}{dx}=qD\left(\frac{dn}{dx}-\frac{n}{V_t}\frac{d\psi}{dx}\right).$$

From here on, $u=\psi/V_t$, densities are in units of $N$, lengths in units of $L_D=\sqrt{\varepsilon V_t/(qN)}$, and currents in units of $qDN/L_D$. The scaled current is $j$. Then

$$j=n'-nu',\qquad j'=0,\qquad u''=n-1 .$$

Let $V$ be the metal voltage relative to the ohmic contact, where $u=0$ and $n=1$. In the bulk the band edge lies $qV_t\ln(N_c/N)$ above the Fermi level, $N_c$ being the effective density of states. At the metal it lies $\phi_B$ above the metal Fermi level, which a positive $V$ lowers by $qV$. The band edge at the metal is therefore higher than in the bulk by $q(V_{bi}-V)$, so

$$u_0=-\frac{V_{bi}-V}{V_t},\qquad V_{bi}=\frac{\phi_B}{q}-V_t\ln\frac{N_c}{N}.$$

## Where the central difference fails

On an edge of length $h$ with $\Delta=u_{i+1}-u_i$, the central flux is

$$j=\frac{n_{i+1}-n_i}{h}-\frac{n_i+n_{i+1}}{2}\frac{\Delta}{h}
=\frac{(1-\Delta/2)n_{i+1}-(1+\Delta/2)n_i}{h}.$$

It vanishes when $n_{i+1}/n_i=(1+\Delta/2)/(1-\Delta/2)$, whose logarithm is $\Delta+\Delta^3/12+\dots$, whereas equilibrium requires $e^\Delta$. Going from the bulk to the metal, the density falls too fast, so too few electrons reach the contact to balance those the metal emits. This explains the sign of the false current. For $\Delta>2$ the ratio is negative, and so a density can be negative.

The cure is to solve the flux equation on the edge instead of averaging $n$. Take $u$ linear there. Since $(ne^{-u})'=(n'-nu')e^{-u}=je^{-u}$, integration over the edge gives

$$n_{i+1}e^{-u_{i+1}}-n_ie^{-u_i}=j\,e^{-u_i}\,h\,\frac{1-e^{-\Delta}}{\Delta}.$$

Multiply by $e^{u_i}\Delta/[h(1-e^{-\Delta})]$ and define $B(z)=z/(e^z-1)$. Apart from a common $1/h$, the factor of $n_{i+1}$ becomes $\Delta e^{-\Delta}/(1-e^{-\Delta})=B(\Delta)$ and that of $n_i$ becomes $\Delta/(1-e^{-\Delta})=B(-\Delta)$. This is the Scharfetter-Gummel flux,

$$j=\frac{B(\Delta)n_{i+1}-B(-\Delta)n_i}{h},\qquad B(-\Delta)=e^{\Delta}B(\Delta).$$

For small $\Delta$, $B(\pm\Delta)\approx1\mp\Delta/2$ and the central form returns. For large positive $\Delta$, $B(\Delta)\to0$ and $B(-\Delta)\to\Delta$, leaving the drift current $-n_i\Delta/h$ of electrons coming from node $i$. The identity on the right makes the flux vanish for $n=e^u$, whatever the size of $\Delta$.

## The contact

Fixing $n_0$ at its equilibrium value would assume that the metal exchanges electrons infinitely fast. Suppose instead that electrons at the interface have a Maxwell distribution of normal velocity $w$ with mass $m$. The number flux into the metal is $n_0v_R$, with

$$v_R=\int_0^\infty w\sqrt{\frac{m}{2\pi kT}}\,e^{-mw^2/2kT}\,dw=\sqrt{\frac{m}{2\pi kT}}\,\frac{kT}{m}=\sqrt{\frac{kT}{2\pi m}} .$$

The metal emits a flux that, for a fixed barrier, does not depend on bias. Detailed balance at $V=0$ fixes it as $v_Rn_{eq}$, where $n_{eq}=e^{-V_{bi}/V_t}$ in units of $N$. Electrons moving along $-x$ carry conventional current along $+x$, so

$$j=v\,(n_0-n_{eq}),\qquad v=\frac{v_RL_D}{D}.$$

Forward current is positive. The half cell at node 0 contains no source, so this current equals that of the first edge. At each interior node the two edge fluxes are equal.

## Why the current is zero at rest and uniform under bias

Write $n_i=e^{u_i}(1-s_i)$, so that $s$ measures the departure from equilibrium with the bulk. Because $B(\Delta)e^{u_{i+1}}=B(\Delta)e^{\Delta}e^{u_i}=B(-\Delta)e^{u_i}$, both terms of the flux share one factor:

$$j=G_i\,(s_i-s_{i+1}),\qquad G_i=\frac{e^{u_i}B(-\Delta_i)}{h_i}>0 .$$

At the contact $n_{eq}=e^{u_0}e^{-V/V_t}$, hence

$$j=v\,e^{u_0}(S-s_0),\qquad S=1-e^{-V/V_t},$$

and $s=0$ at the ohmic end. This is a chain of resistors in series. Adding the drops $S-s_0=je^{-u_0}/v$ and $s_i-s_{i+1}=j/G_i$ gives

$$\boxed{\,j=\frac{S}{\dfrac{e^{-u_0}}{v}+\sum_i\dfrac1{G_i}}\,}$$

Three properties follow on any mesh and for any interior potential:

- At $V=0$, $S=0$ and the current is zero.
- Under bias, one $j$ passes through every edge.
- The $s_i$ lie between 0 and $S$, so $1-s_i$ lies between 1 and $e^{-V/V_t}$, and every density is positive.

For the −1 V case on 25 intervals the lowest density is $7.5\times10^{-14}N$.

The zero has a condition: $n_{eq}$ and $u_0$ must contain the same barrier. If a barrier lowering of 10 meV is put into $n_{eq}$ but not into $u_0$, then $n_{eq}$ grows by $r=e^{10/25.85}=1.47$, and at $V=0$ the chain is driven by $S=1-r=-0.47$. The resulting false current is $-3.5\times10^{-9}$ A/cm², about a tenth of the one-way emission current of $3.70\times10^{-8}$ A/cm².

Other changes of the model also matter. Recombination makes neighbouring edge currents differ by the recombination in the cell between them. In a transient, the sum of conduction and displacement current is uniform. With Fermi statistics the equilibrium density is no longer $e^u$, so this flux would have to be changed.

## Coupling to Poisson's equation

With $\bar h_i=(h_{i-1}+h_i)/2$, integrating $u''=n-1$ over the cell of node $i$ gives

$$\frac{u_{i+1}-u_i}{h_i}-\frac{u_i-u_{i-1}}{h_{i-1}}=\bar h_i\left[e^{u_i}(1-s_i)-1\right].$$

The algorithm alternates two solves, a Gummel iteration:

1. Hold $s$ fixed and solve this equation for $u$ by Newton's method. The derivative of the bracket with respect to $u_i$ is $e^{u_i}(1-s_i)=n_i$.
2. Form $G_i$ from the new $u$ and solve the linear chain for $s$.
3. Stop when $u$ changes by less than $10^{-9}$ between rounds.

Step 2 gives a uniform current even when $u$ is far from converged. Uniformity therefore tests the linear algebra. It does not test the potential or the mesh.

## What "to solver tolerance" means

In exact arithmetic it does not matter whether the current is evaluated from $n$ or from $s$. In floating point it does. In the neutral bulk $n\approx1$, and the density form subtracts two terms of size $1/h$ to find a very small difference. Rounding these terms alone gives an error of order $\epsilon/h$, with $\epsilon$ the machine precision, and errors in the solved densities can add to it along the chain, so on fine meshes the total can grow faster than $1/h$. The $s$ form has already removed the equilibrium part.

For the example below, on 400 intervals, the largest rounding unit is $3.1\times10^{-11}$ A/cm², and at $V=0$ the density form leaves up to $1.3\times10^{-10}$ A/cm² on an edge. This is rounding noise, so only its order is meaningful: a slightly different potential on the same mesh gives $3.6\times10^{-10}$ A/cm². A few $10^{-10}$ A/cm² is the zero to be expected from it. Under bias, define the spread as the largest minus the smallest edge current, divided by the magnitude of the mean:

- At +0.2 V it is $1.4\times10^{-5}$ from densities and $1.8\times10^{-13}$ from $s$.
- At −0.2 V it is $2.3\times10^{-2}$ from densities and $1.3\times10^{-13}$ from $s$.

The first member of each pair corresponds to the same absolute error, about $2\times10^{-10}$ A/cm². A relative tolerance on density fluxes would thus pass at one bias and fail at the other with nothing wrong in either solution.

A potential updated after the continuity solve does more harm. Add $\delta u=10^{-8}\sin(3\pi x/L)$ to the +0.2 V solution and keep the densities. The flux changes by about $-n\,\delta u'$. In the bulk, where $n\approx1$, this swings between $\pm10^{-8}\times3\pi/19.3=\pm4.9\times10^{-9}$, since $L/L_D=19.3$. With the current unit of $1.20\times10^4$ A/cm² the full swing is $1.2\times10^{-4}$ A/cm², or 7.8 times the true current. If $s$ is kept instead, each $G_i$ changes by about $\delta u$ in relative terms, and the spread is $2.0\times10^{-8}$. The current should therefore be evaluated from $s$, with the same $u$ that was used to find $s$.

## The continuum limit: emission and diffusion in series

As the mesh is refined, $\sum1/G_i\to\int e^{-u}dx$, which can be found in closed form for a depleted contact. Where mobile charge matters, $s$ is negligible and $u''=e^u-1$. Multiplying by $u'$ and integrating from the bulk, where $u=u'=0$, gives $u'^2/2=e^u-u-1$. At the metal $e^{u_0}$ is negligible, so the scaled surface slope is

$$E=u'(0)=\sqrt{2(-u_0-1)} .$$

Near the metal $n\ll1$, so $u\approx u_0+Ex-x^2/2$. This parabola reaches its top, $u=-1$, at $x=E$. Close to that point $n$ is no longer small and the parabola is inaccurate, but there and beyond the integrand $e^{u_0-u}$ is only of order $e^{u_0}$. The parabola can therefore be used up to $x=E$ and the rest dropped. With $y=E-x$ the exponent $-Ex+x^2/2$ becomes $(y^2-E^2)/2$, and

$$\int_0^E e^{u_0-u}dx=e^{-E^2/2}\int_0^Ee^{y^2/2}dy=\sqrt2\,\mathrm{Daw}\!\left(\frac{E}{\sqrt2}\right),$$

where $\mathrm{Daw}(z)=e^{-z^2}\int_0^ze^{t^2}dt$. Define the diffusion velocity $v_D=D/[L_D\sqrt2\,\mathrm{Daw}(E/\sqrt2)]$. Since $Se^{u_0}=e^{-V_{bi}/V_t}(e^{V/V_t}-1)$ and $Ne^{-V_{bi}/V_t}=N_ce^{-\phi_B/kT}$, the current in ordinary units is

$$J=qN_ce^{-\phi_B/kT}\left(e^{V/V_t}-1\right)\frac{v_Rv_D}{v_R+v_D}.$$

For large $E$, $\sqrt2\,\mathrm{Daw}(E/\sqrt2)\to1/E$, and $v_D$ tends to the drift velocity $\mu F_s$ in the surface field $F_s$. If $v_R\ll v_D$, emission limits the current. If $v_R\gg v_D$, diffusion does, and fixing $n_0=n_{eq}$ becomes acceptable. The formula fails near flat band, where the depleted layer disappears and bulk resistance can matter.

## A two-state contact in numbers

The parameters are rough values in the regime of a high-work-function metal on Nb-doped SrTiO₃: $N=10^{18}$ cm⁻³, relative permittivity 300, $\mu=6$ cm²/Vs, three bands of mass $1.5\,m_e$, $L=400$ nm and 300 K. The high- and low-resistance states are represented by barriers of 0.9 and 0.7 eV, with all else held fixed, and are read at 0.2 V. The mesh is finest at the metal: on 400 intervals the spacing grows from 0.16 nm there to 3.15 nm at the ohmic contact.

These give $V_t=25.85$ mV, $L_D=20.7$ nm, $v_R=2.20\times10^6$ cm/s and, for the high barrier, $V_{bi}=0.773$ V. At the read voltage $u_0=-(0.7726-0.2)/0.02585=-22.15$ and $E=\sqrt{2\times21.15}=6.50$. The surface field is $EV_t/L_D=0.081$ MV/cm, and $v_D=4.75\times10^5$ cm/s. The one-way emission current $qN_ce^{-\phi_B/kT}v_R$ is $3.70\times10^{-8}$ A/cm², so

$$J=3.70\times10^{-8}\times(e^{7.736}-1)\times\frac{0.475}{2.196+0.475}=1.51\times10^{-5}\ \text{A/cm}^2 .$$

The scheme gives $1.505\times10^{-5}$ A/cm². Over six biases from −1 to +0.4 V the closed form and the scheme on 400 intervals differ by at most $3.3\times10^{-5}$ of the current.

Pure emission would overestimate the read current 5.6 times, and an infinite $v_R$ would overestimate it by 22 %. This contact is mainly diffusion-limited, yet the finite velocity is not negligible. The reverse current does not saturate: its magnitude rises from $0.83\times10^{-8}$ A/cm² at −0.2 V to $1.04\times10^{-8}$ A/cm² at −1 V, because $v_D$ grows with the surface field.

The low state carries $2.81\times10^{-2}$ A/cm², an on/off ratio of 1866. The barrier change alone would give $e^{0.2/0.02585}=2290$. At equal bias the lower barrier has the smaller surface field, $E=5.18$, which reduces $v_D/(v_R+v_D)$ from 0.178 to 0.145, and $2290\times0.145/0.178\approx1870$.

A separate collocation solution of the continuous boundary-value problem serves as the mesh reference. Relative to it, the read current is wrong by $-5.7\times10^{-4}$ on 25 intervals and by $-2.2\times10^{-6}$ on 400. The error falls fourfold per halving from 200 to 400 intervals. On the coarsest mesh the spread is $3.5\times10^{-15}$, eleven orders below the actual error.

## Beside a real contact

The model omits image-force lowering. An electron at distance $x$ has energy $-q^2/(16\pi\varepsilon_ix)-qF_sx$, whose maximum lies $q\sqrt{qF_s/(4\pi\varepsilon_i)}$ below the original barrier. At read bias this is 6 meV with the static permittivity and 48 meV with a rough optical value of 5, so the Boltzmann factor at the barrier top is multiplied by 1.3 or 6.5. With the emission condition placed at the barrier top, the current rises less, about 1.2 or 4.4 times, because the lowering fades with distance from the metal while the diffusion region extends further; counting the diffusion resistance from the metal surface instead gives 1.1 or 3.4. The top lies 3.0 nm from the metal for the optical value but only 0.38 nm, about one lattice spacing, for the static one, where a continuum image potential is doubtful. Which $\varepsilon_i$ applies depends on how fast the lattice responds, which this model does not settle. A WKB estimate for a triangular barrier, with full transmission at the barrier top and a light mass of 0.7 $m_e$ along the normal in every band (a slight overestimate, since one of three anisotropic bands with the same density of states is heavy in that direction), adds 64 % to emission by tunnelling, but 7 % to $J$ if $v_R$ alone rises. Electrons that tunnel past part of the diffusion region matter more: including them with the same WKB transmission raises $J$ by about 50 %, if they do not scatter on the way. This depends on the mass: about 45 % with two light bands and one heavy band, and about 30 % for $1.5\,m_e$. The permittivity falls by about 2 % at the surface if saturation sets in near 0.4 MV/cm. The mean free path, 0.5 nm, is well below the 3.2 nm over which the barrier falls by $kT$, so electrons scatter often enough for drift-diffusion. But their thermal wavelength $h/\sqrt{2\pi mkT}$, 3.5 nm, exceeds both lengths, so the semiclassical picture is itself only a rough approximation here. At 358 K, with mobility, permittivity and barrier unchanged, the high-state current is about 100 times larger; with the rough trends $\mu\propto T^{-2.7}$ and $\varepsilon\propto1/T$ the factor is about 70. Real contacts may also have patchy barriers and interface layers: a local change of 50 meV alters the local Boltzmann factor sevenfold. The computed currents are thus at best order-of-magnitude estimates for such a device, and the process that switches the barrier lies outside the model. The remaining small effects are sized in the numerical output.

## Table of computed values

```
inputs: N=1.0e+18 cm^-3, eps_r=300, mu=6 cm2/Vs, m=1.5 me
bands=3, L=400 nm, T=300 K, barriers=0.9, 0.7 eV, read=0.2 V
thermal voltage = 25.852 mV
Nc = 1.383e+20 cm^-3
emission velocity vR = 2.196e+06 cm/s
Debye length = 20.70 nm; scaled v = 29.32
current unit qDN/LD = 1.200e+04 A/cm2
Vbi high, low = 0.7726, 0.5726 V
mesh M=400: first, last spacing = 0.158, 3.15 nm; Gummel loops 3
V=0: one-way emission current = 3.698e-08 A/cm2
V=0: largest edge |J|, density form = 1.3e-10 A/cm2
V=0: rounding unit eps*gross flux = 3.1e-11 A/cm2
V=0: contact J / one-way = -8.4e-16
V=0, M=100: contact J / one-way: SG 3.1e-15, central -8.240e-02
V=0: false J for 10 meV mismatch = -3.544e-09 A/cm2
read: J = 1.50531e-05 A/cm2, resistor sum = 1.50531e-05 A/cm2
read: relative spread, s form 1.8e-13, density form 1.4e-05
-0.2 V: relative spread, s form 1.3e-13, density form 2.3e-02
stale u (1e-8): spread/J, s form 2.0e-08, density form 7.8e+00
-1 V, M=25: lowest n/N, SG 7.5e-14, central -1.5e-02
collocation J = 1.505315e-05 A/cm2
M=25: J error -5.71e-04, spread 3.5e-15
M=100: J error -3.56e-05, spread 3.5e-14
M=200: J error -8.91e-06, spread 1.1e-13
M=400: J error -2.23e-06, spread 1.8e-13
mesh order = 2.000
high state V=-1.0 V: J = -1.0442e-08 A/cm2
high state V=-0.2 V: J = -8.2605e-09 A/cm2
high state V=+0.1 V: J = 3.3108e-07 A/cm2
high state V=+0.2 V: J = 1.5053e-05 A/cm2
high state V=+0.3 V: J = 6.5934e-04 A/cm2
high state V=+0.4 V: J = 2.8098e-02 A/cm2
closed form: worst relative difference = 3.3e-05
pure emission J / J = 5.623; infinite vR J / J = 1.216
low state read J = 2.8086e-02 A/cm2; on/off = 1865.8
exp(barrier change/kT) = 2290.1
V=+0.2 V: surface field = 0.0812 MV/cm, diffusion velocity = 4.751e+05 cm/s
  image lowering static, optical = 6.2, 48.4 meV
  exp(lowering/kT) static, optical = 1.27, 6.49
  WKB tunnelling adds 64 % to emission, 7.4 % to J if only vR rises
  permittivity drop at surface = 2.0 %
V=-1.0 V: surface field = 0.1452 MV/cm, diffusion velocity = 8.644e+05 cm/s
  image lowering static, optical = 8.3, 64.7 meV
  exp(lowering/kT) static, optical = 1.38, 12.20
  WKB tunnelling adds 115 % to emission, 17.8 % to J if only vR rises
  permittivity drop at surface = 6.0 %
masses 0.70, 6.96 me: vR changes by 13.3 %
degeneracy: bulk Fermi level shift = 0.066 meV
mean free path = 0.49 nm; kT layer at read = 3.18 nm
energy gained per free path at -1 V = 7.1 meV; gap = 3.2 eV
self-heating, low state, 50 um disc = 2.2e-04 K
358 K, same mobility and eps: J(358)/J(300) = 102.5
```
